# Dipole kick of an ultrasoft orbital: norm and linear spectrum

## Question

One electron is described by an ultrasoft pseudopotential with fixed ions. Atomic units are used in the algebra. The smooth orbital \(\varphi\) obeys

\[
iS\,\partial_t\varphi=H\varphi,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| ,\qquad \langle\varphi|S|\varphi\rangle=1 .
\]

The projectors \(\beta_i\) are real and localized near the atom, \(S\) is positive definite, and \(H\) is real and symmetric. All operators are taken as matrices in a finite basis or on a finite grid. The electron density is

\[
n(x)=|\varphi(x)|^2+\sum_{ij}Q_{ij}(x)\langle\varphi|\beta_i\rangle\langle\beta_j|\varphi\rangle,\qquad
Q_{ij}=\psi_i\psi_j-\varphi_i\varphi_j ,
\]

where \(\psi_i\) and \(\varphi_i\) are real all-electron and smooth partial waves, equal outside the augmentation region. The charges are \(q_{ij}=\int Q_{ij}\,dx\), and the first moments are \(d_{ij}=\int xQ_{ij}\,dx\).

At \(t=0\) a uniform field acts as an impulse. It gives the electron the potential energy \(-k\,\delta(t)\,x\), with \(k\) real.

**(a)** An all-electron orbital is multiplied by \(e^{ikx}\) in this impulse. Suppose the same factor is applied to \(\varphi\). Find the S-norm afterwards to second order in \(k\), and say when the first-order term vanishes.

**(b)** Find the operator that represents the impulse in the ultrasoft equation of motion.

**(c)** Determine how this operator changes the S-norm, and what it does to the orbital when the origin of \(x\) is moved.

**(d)** The electron starts in a real eigenstate. Find the dipole signal to first order in \(k\) for the kick of (b), and for the factor \(e^{ikx}\). Which of them gives the absorption spectrum of the ultrasoft model? Is conservation of the S-norm enough to ensure a correct spectrum?

**(e)** Under what condition does the ultrasoft dipole matrix element equal the all-electron one?

**(f)** A one-dimensional Gaussian well \(-V_0e^{-(x/w)^2}\) of depth \(V_0=60\) eV and width parameter \(w=0.60\) Å lies in a box from −6 to 6 Å. Its ground state 0 and first odd state 1 are pseudized inside 1.00 Å, with one projector for each parity. The problem is discretized on a grid of spacing 0.04 Å with the three-point kinetic-energy operator. The smooth orbitals are polynomials matched to the all-electron ones at three neighbouring grid points (1.00, 1.04 and 1.08 Å), so the pseudization itself depends on the spacing. The polynomials are \(a+bx^2+cx^4\) for state 0 and \(x\) times this form for state 1. The local potential \(V_{\rm loc}\) equals the well outside 1.00 Å and is constant inside, at the value of the well at 1.00 Å. The projectors are \(\beta_i=\chi_i/\langle\varphi_i|\chi_i\rangle\) with \(\chi_i=(\varepsilon_i-T-V_{\rm loc})\varphi_i\), and \(H=T+V_{\rm loc}+\sum_i(\langle\varphi_i|\chi_i\rangle+\varepsilon_iq_{ii})|\beta_i\rangle\langle\beta_i|\). The norm error of (a) depends on this choice of \(V_{\rm loc}\): adding \(\mp20\,(1-x^2)^2\) eV inside, with \(x\) in Å, changes its \(k^2\) coefficient to −0.092 and −0.061 Å². The digits below refer to this discretized model. At half the spacing the transition energy and the augmented dipole element change little, to 32.201 eV and 0.32634 Å. The bare dipole element, the charges and the \(k^2\) coefficient change by several percent: at half the spacing they are 0.223 Å, 0.635 and 0.233, and −0.066 Å². The following are computed:

- transition energy: 32.195 eV;
- dipole element between states 0 and 1: 0.32627 Å with augmentation, 0.21629 Å with the bare \(x\) between smooth orbitals, both of the same sign;
- augmentation charges: \(q_{00}=0.656\), \(q_{11}=0.249\);
- coefficient of \(k^2\) in the S-norm of (a), for the ground state: −0.0706 Å².

Evaluate the norm error and the strength of the main line for the different kicks, and compare with direct propagation in time.

## Model answers

### (a) The factor \(e^{ikx}\)

The S-norm after the multiplication is

\[
N(k)=\langle\varphi|e^{-ikx}Se^{ikx}|\varphi\rangle .
\]

Since \(x\) commutes with \(e^{ikx}\), differentiation gives

\[
\frac{d}{dk}\,e^{-ikx}Se^{ikx}=e^{-ikx}(-ixS+iSx)e^{ikx}=i\,e^{-ikx}[S,x]e^{ikx}.
\]

The second derivative repeats the rule with \([S,x]\) in place of \(S\), so at \(k=0\) it is \(i^2[[S,x],x]\). Written out,

\[
[[S,x],x]=Sx^2-2xSx+x^2S=[x,[x,S]] .
\]

Taylor's formula then gives

\[
N(k)=1+ik\langle[S,x]\rangle-\frac{k^2}{2}\langle[x,[x,S]]\rangle+O(k^3).
\]

For a real orbital, \(\langle\varphi|Sx|\varphi\rangle\) is a real number. It therefore equals its complex conjugate \(\langle\varphi|xS|\varphi\rangle\), and the first-order term vanishes. A complex orbital that carries a current can have an error already at first order.

The origin of the error is seen by inserting \(S\). The plain part of the norm is unchanged, because \(|e^{ikx}|=1\), and what remains is

\[
N(k)-1=\sum_{ij}q_{ij}\Big(\langle\varphi|e^{-ikx}|\beta_i\rangle\langle\beta_j|e^{ikx}|\varphi\rangle-\langle\varphi|\beta_i\rangle\langle\beta_j|\varphi\rangle\Big).
\]

The phase varies across each projector and so alters the projections that determine the augmentation charge. Special states or values of \(k\) may make the sum vanish, but nothing makes it vanish in general.

The error also persists. After the pulse, \(\partial_t\varphi=-iS^{-1}H\varphi\), so that

\[
\frac{d}{dt}\langle\varphi|S|\varphi\rangle=\langle\varphi|(iHS^{-1})S|\varphi\rangle+\langle\varphi|S(-iS^{-1}H)|\varphi\rangle=0 .
\]

The propagation preserves whatever norm it is given.

### (b) The impulse in the ultrasoft equation

The field couples to the full density, so its energy is \(-k\delta(t)\int x\,n(x)\,dx\). Inserting \(n\) gives

\[
\int x\,n\,dx=\langle\varphi|X|\varphi\rangle,\qquad X=x+\sum_{ij}d_{ij}|\beta_i\rangle\langle\beta_j| .
\]

The equation of motion follows from variation of \(\langle\varphi|iS\partial_t-H|\varphi\rangle\) with respect to \(\langle\varphi|\). The field adds \(-k\delta(t)X\) to \(H\):

\[
iS\,\partial_t\varphi=\big[H-k\,\delta(t)X\big]\varphi .
\]

To treat the delta function safely, replace it by a rectangular pulse of duration \(\tau\) and height \(1/\tau\), and set \(t=\tau s\) with \(0\le s\le1\). Multiplication of the equation by \(\tau\) gives

\[
iS\,\partial_s\varphi=(\tau H-kX)\varphi .
\]

As \(\tau\to0\), the term with \(H\) disappears. Multiplying the rest by \(-iS^{-1}\) gives \(\partial_s\varphi=ikS^{-1}X\varphi\). Its generator is constant, so integration from \(s=0\) to \(s=1\) yields

\[
\boxed{\;\varphi(0^+)=e^{ikA}\varphi(0^-),\qquad A=S^{-1}X\;}
\]

For \(q_{ij}=d_{ij}=0\) this becomes \(e^{ikx}\), which is the all-electron result.

In a mean-field theory \(H\) depends on the density. If it stays finite during the pulse, \(\tau H\) still vanishes and the kick is the same. The later motion then contains the response of the mean field, which the independent-particle formulas of (d) leave out.

### (c) Norm and origin

Both \(S\) and \(X\) are Hermitian. Hence \(SA=X\), and \(A^\dagger S=XS^{-1}S=X\), so \(A^\dagger S=SA\). Repeated use gives \((A^\dagger)^mS=SA^m\) for each power \(m\). Summing the exponential series, we find

\[
e^{-ikA^\dagger}\,S\,e^{ikA}=S\,e^{-ikA}e^{ikA}=S .
\]

The S-norm is therefore conserved for every real \(k\), not merely for a weak kick. The same holds for the S-overlap of any two orbitals, so a set of occupied orbitals stays S-orthonormal.

Now replace \(x\) by \(x+a\). The moments become \(d_{ij}+aq_{ij}\), and therefore

\[
X\to x+a+\sum_{ij}(d_{ij}+aq_{ij})|\beta_i\rangle\langle\beta_j|=X+aS,\qquad A\to A+a .
\]

The constant \(a\) commutes with \(A\), so the kicked orbital acquires the phase \(e^{ika}\) and nothing else. This is required, because a shift of origin adds only a spatially constant potential.

### (d) The linear spectrum

Let \(H\varphi_n=\varepsilon_nS\varphi_n\), with real eigenstates and \(\langle\varphi_m|S|\varphi_n\rangle=\delta_{mn}\). Write \(\omega_n=\varepsilon_n-\varepsilon_0\) and \(X_{n0}=\langle\varphi_n|X|\varphi_0\rangle\).

The absorption spectrum is defined by a weak field \(E(t)\) that adds \(-E(t)X\) to \(H\). Put \(\varphi=\sum_nc_ne^{-i\varepsilon_nt}\varphi_n\) into the equation of motion and project on \(\varphi_n\). To first order, for \(n\neq0\),

\[
i\dot c_n=-E(t)e^{i\omega_nt}X_{n0}\quad\Rightarrow\quad c_n=iX_{n0}\int E(t)e^{i\omega_nt}dt .
\]

The transition probability is proportional to \(X_{n0}^2\). The corresponding oscillator strength, for motion in one dimension, is \(f_n=2\omega_nX_{n0}^2\).

For the kick of (b), \(\varphi(0^+)=\varphi_0+ikS^{-1}X\varphi_0+O(k^2)\). An expansion coefficient is found with the S-product, so

\[
c_n=\langle\varphi_n|S\,ikS^{-1}X|\varphi_0\rangle=ikX_{n0}\qquad(n\neq0).
\]

This is the amplitude above for \(E(t)=k\delta(t)\). For the factor \(e^{ikx}\), the first-order change is \(ikx\varphi_0\), and

\[
c_n=ik\langle\varphi_n|Sx|\varphi_0\rangle=ik(Sx)_{n0}.
\]

Both cases have the form \(c_n=ikF_{n0}\) with real \(F_{n0}\). The dipole signal is the cross term between \(\varphi_0\) and the excited part:

\[
\delta\langle X\rangle(t)=\sum_n\left[X_{0n}\,ikF_{n0}e^{-i\omega_nt}+\text{c.c.}\right]
=2k\sum_nX_{n0}F_{n0}\sin\omega_nt ,
\]

because \(ie^{-i\omega t}-ie^{i\omega t}=2\sin\omega t\). The term \(n=0\) drops out since \(\omega_0=0\).

With \(F=X\), the signal contains the weights \(X_{n0}^2\) and gives the correct strengths \(f_n\). With \(F=Sx\), the frequencies are right, but the apparent strengths are \(2\omega_nX_{n0}(Sx)_{n0}\). These are not squares and need not be positive. The two operators differ by

\[
X-Sx=\sum_{ij}|\beta_i\rangle\big(d_{ij}\langle\beta_j|-q_{ij}\langle\beta_j|x\big),
\]

which has no reason to vanish on \(\varphi_0\). The spectrum is thus wrong at first order in \(k\), even though the norm of a real orbital is wrong only from second order on. Making \(k\) smaller does not cure the relative error of the strengths.

Norm conservation is not enough. The operator \(e^{ikS^{-1}x}\), with the bare \(x\), conserves the S-norm by the proof in (c), since that proof used only the Hermiticity of \(X\). Its amplitudes are \(ikx_{n0}\), where \(x_{n0}=\langle\varphi_n|x|\varphi_0\rangle\), and these lack the augmentation dipole. Leaving out \(S^{-1}\) instead, with \(e^{ikX}\), gives the amplitudes \(ik\langle\varphi_n|SX|\varphi_0\rangle\), again not \(ikX_{n0}\); in the model of (f) the main line then has strength 1.276 in place of 0.900, and the S-norm at \(k=1.0\) Å⁻¹ is 0.821. Both \(S^{-1}\) and the augmented \(X\) are needed.

### (e) Agreement with the all-electron dipole

Suppose that both eigenstates are reference states, meaning that they are themselves the smooth partial waves used in the construction, with \(\langle\beta_i|\varphi_j\rangle=\delta_{ij}\). Then

\[
X_{mn}=\langle\varphi_m|x|\varphi_n\rangle+d_{mn}
=\int x\,\varphi_m\varphi_n\,dx+\int x(\psi_m\psi_n-\varphi_m\varphi_n)\,dx
=\int x\,\psi_m\psi_n\,dx .
\]

The equality is exact for such pairs. For other states it depends on how well the projectors and partial waves represent the orbitals inside the augmentation region. The kick gives the correct spectrum of the ultrasoft model in either case, but it cannot repair the model.

### (f) Numerical example

**Norm.** For \(k=0.1\) Å⁻¹ the second-order formula gives

\[
N\approx1-0.0706\times0.1^2=0.99929 .
\]

The table compares it with the full norm.

| \(k\) (Å⁻¹) | second order | full \(e^{ikx}\) | \(e^{ikS^{-1}X}\) |
|---|---|---|---|
| 0.1 | 0.9993 | 0.9993 | 1.0000 |
| 0.5 | 0.9824 | 0.9826 | 1.0000 |
| 1.0 | 0.9294 | 0.9325 | 1.0000 |

At 1.0 Å⁻¹ the factor \(e^{ikx}\) loses 6.7% of the norm, and propagation leaves the loss in place.

The sign can be understood from the sum in (a). By parity, the even projector sees \(\cos kx\) and the odd one sees \(i\sin kx\). Since \(\langle\beta_0|\varphi_0\rangle=1\),

\[
N-1=q_{00}\big(\langle\beta_0|\cos kx|\varphi_0\rangle^2-1\big)+q_{11}\langle\beta_1|\sin kx|\varphi_0\rangle^2 .
\]

The second term is positive, so the computed decrease comes from the even channel, whose loss exceeds the gain in the odd one.

For the current-carrying orbital \((\varphi_0+i\varphi_1)/\sqrt2\), the first-order coefficient has magnitude 0.211 Å. At \(k=0.1\) Å⁻¹ this is a norm change of about 2%, against 0.07% for the real ground state.

**Pulse.** A rectangular pulse with \(k=1.0\) Å⁻¹ and duration \(10^{-4}\,\hbar/\text{eV}\) produces an orbital at S-norm distance \(3.8\times10^{-3}\) from \(e^{ikA}\varphi_0\), whose norm is one. Half the duration gives \(1.9\times10^{-3}\), as expected for an error proportional to \(\tau\).

**Main line.** One atomic unit of energy times length squared is 7.62 eV Å², so

\[
f_1=\frac{2\times32.195\times(0.32627)^2}{7.62}=0.900 .
\]

The augmentation supplies \(0.32627-0.21629=0.110\) Å of the dipole element, about one third. With the bare-\(x\) kick, one of the two factors \(X_{10}\) is replaced by \(x_{10}\), and the apparent strength is

\[
0.8995\times\frac{0.21629}{0.32627}=0.596 .
\]

For direct propagation, a kick of 0.01 Å⁻¹ is applied and the signal is followed for \(15\,\hbar/\text{eV}\). Multiplying the signal by \(\sin\omega_1t\) and averaging with a smooth window gives nearly \(kX_{10}F_{10}\), because \(\sin^2\) averages to one half. A factor \(2\omega_1/k\) turns this into a strength.

| kick | strength from signal |
|---|---|
| all-electron, \(e^{ikx}\) | 0.899 |
| ultrasoft, \(e^{ikS^{-1}X}\) | 0.899 |
| ultrasoft, \(e^{ikx}\) | 0.824 |
| ultrasoft, \(e^{ikS^{-1}x}\) | 0.596 |

The all-electron and correctly kicked ultrasoft signals both peak at 32.20 eV. Relative to the all-electron strength, the factor \(e^{ikx}\) is 8% too low on the smooth orbital, and the bare-\(x\) kick is 34% too low although it conserves the norm. These deficits depend on the pseudization: at half the grid spacing the matrix elements give 0.900, 0.830 and 0.614 for the three ultrasoft kicks, that is 8% and 32% too low.

**Limit of the model.** States 0 and 1 are reference states. The construction reproduces their energies, and (e) guarantees that their dipole element equals the all-electron one, so the main line agrees. The next odd state is not one. It lies 1.56 eV above the zero of the potential, so it is an unbound state confined by the box, and its energy and strength depend on the size of the box. Its transition lies at 40.36 eV with strength 0.0148 in the all-electron problem, and at 40.38 eV with strength 0.0138 in the ultrasoft one, about 7% lower. The strengths summed over all transitions are 0.998 and 0.988. These values are computed from the eigenstates and matrix elements of each problem. The all-electron sum falls short of one because of the grid: \(\sum_nf_n=\langle[x,[H,x]]\rangle\), and for the three-point kinetic operator with spacing \(h\) this equals \(\sum_i\psi(x_i)\psi(x_{i+1})=1-h^2\langle T\rangle\) for the normalized grid vector \(\psi\) of the ground state. The differences between the ultrasoft and all-electron values belong to the pseudized model and not to the kick, since by (d) the kick reproduces that model's own matrix elements. The numerical check confirms that the ultrasoft time signals follow the formula of (d) to within \(2\times10^{-3}\) of their largest amplitude.

## Table of computed values

```
well depth 60.0 eV, width parameter 0.60 angstrom
box half-width 6.0, grid spacing 0.04 angstrom
augmentation radius 1.00 angstrom
ground level, all-electron -38.7978 eV
ground level, ultrasoft    -38.7978 eV
first odd level, all-electron -6.6024 eV
first odd level, ultrasoft    -6.6024 eV
augmentation charge q, even 0.6562, odd 0.2487 (no unit)
smallest eigenvalue of S 1.0000 (no unit)
|x_10| all-electron 0.32627 angstrom
|X_10| ultrasoft, augmented 0.32627 angstrom
|x_10| ultrasoft, bare x    0.21629 angstrom
k = 0.1 1/angstrom: S-norm naive 0.999295, augmented 1.000000
k = 0.5 1/angstrom: S-norm naive 0.982553, augmented 1.000000
k = 1.0 1/angstrom: S-norm naive 0.932521, augmented 1.000000
k^2 coefficient of naive norm: formula -0.07058, numeric -0.07057 angstrom^2
k coefficient, orbital (0 + i 1)/sqrt2: 0.21121 angstrom (size)
pulse of 1.0e-04 hbar/eV: distance from kick 3.800e-03 (no unit)
pulse of 5.0e-05 hbar/eV: distance from kick 1.900e-03 (no unit)
origin shift 2 angstrom: largest deviation from a phase 4.4e-16
naive S-norm at k = 1.0 1/angstrom after propagation 0.932521
weak kick 0.01 1/angstrom, signal length 15.0 hbar/eV
main line 0->1 from level difference 32.195 eV
main line in time signal: all-electron 32.20 eV, ultrasoft 32.20 eV
strength of main line (no unit), from time signal | from matrix elements:
  all-electron, exp(ikx)        0.8991 | 0.8995
  ultrasoft, exp(ik S^-1 X)     0.8991 | 0.8995
  ultrasoft, exp(ikx)           0.8238 | 0.8242
  ultrasoft, exp(ik S^-1 x)     0.5961 | 0.5963
next odd transition, all-electron: 40.361 eV, strength 0.01479
next odd transition, ultrasoft:    40.376 eV, strength 0.01379
summed strength, all-electron 0.9982 (no unit)
summed strength, ultrasoft exp(ik S^-1 X) 0.9882 (no unit)
summed strength, ultrasoft exp(ikx)       0.8943 (no unit)
summed strength, ultrasoft exp(ik S^-1 x) 0.6100 (no unit)
```
